Why Circular Rydberg States Give a Radius-Free Rydberg Constant

**1. Scaling fixes the form of the size shift**

Consider one electron bound to a spinless nucleus of charge Z and infinite mass, with a spherical charge distribution of typical radius R. Atomic units are used in the derivations, so c = 1/α and lengths are in bohr.

Setting r = ρ/Z turns the Coulomb Hamiltonian into Z² times a Hamiltonian without Z. The size shift must therefore be Z² times a function of ZR. Angular momentum fixes the leading power. The radial function u, normalized by ∫u² dr = 1, starts as r^(l+1), and the potential is altered by an amount of order Z/r within r ≲ R. Hence

δE_size ∝ Z ∫₀^R r^(2l+2) r⁻¹ dr × Z^(2l+3) ∝ Z² (ZR)^(2l+2).

For R of a few fm, ZR is small, and each unit of l costs a factor (ZR)². A circular state, l = n−1, has the largest l that n allows.

**2. The size contribution**

By Gauss's law, a thin shell of radius s carrying the nuclear charge gives the Coulomb potential outside and a constant inside. Relative to a point nucleus the electron's potential energy changes by

δV = Z(1/r − 1/s) for r < s, and δV = 0 for r > s.

Near the origin u² = C² r^(2l+2). To first order in δV,

δE = ZC² ∫₀^s (r^(2l+1) − r^(2l+2)/s) dr
= ZC² s^(2l+2) [1/(2l+2) − 1/(2l+3)].

The bracket equals 1/[(2l+2)(2l+3)]. Averaging over shells gives

δE_size = ZC² ⟨s^(2l+2)⟩ / [(2l+2)(2l+3)].

To find C², write x = 2Zr/n. The normalized hydrogen function is

u = (√Z/n) √[(n−l−1)!/(n+l)!] x^(l+1) e^(−x/2) L(x),

where L is the associated Laguerre polynomial of degree n−l−1 and index 2l+1. Its value at zero is (n+l)!/[(n−l−1)!(2l+1)!]. Squaring, and using Z/n² = (2Z/n)/(2n),

C² = (2Z/n)^(2l+3) (n+l)! / {2n (n−l−1)! [(2l+1)!]²}.

Two cases show the contrast. For l = 0, C² = 4Z³/n³ and

δE_size = (2/3) Z⁴⟨s²⟩/n³.

For l = n−1, C² = (2Z/n)^(2n+1)/(2n)! and

δE_size = Z (2Z/n)^(2n+1) ⟨s^(2n)⟩ / [(2n)! 2n(2n+1)].

High n alone does not remove the radius: an S shift falls only as n⁻³. High l does. The circular shift depends on ⟨s^(2n)⟩, so for n ≥ 2 the rms radius alone does not determine it.

**3. Which fine-structure partner?**

The large component P and small component Q of a Dirac state obey

P' = −κP/r + (E + 2c² + Z/r)Q/c,
Q' = κQ/r − (E + Z/r)P/c,

with E measured from the rest energy. For j = l−1/2, κ = l. To leading order in Zα, the second equation has the solution Q = q r^l near the origin. The first then becomes P' + lP/r = (2c + Zα/r)Q, so

P = [2cq/(2l+1)] r^(l+1) + [Zαq/(2l)] r^l.

Matching the first term to C r^(l+1) gives q = α(2l+1)C/2. The second term is smaller than Q by Zα/(2l). Repeating the shell integral with q² r^(2l),

δE_partner = Zq²⟨s^(2l)⟩/[2l(2l+1)]
= Zα²C²(2l+1)⟨s^(2l)⟩/(8l).

This has two fewer powers of R and dominates for the radii considered here. For j = l+1/2, κ = −(l+1), and the same equations give Q ≈ −ZαP/(2l+2): the correction is of relative order (Zα)², apart from logarithms. The partner j = l+1/2 is therefore the cleaner one and is used below.

**4. One photon coupling gives both QED shift and width**

In a box of volume 𝒱, a photon mode of frequency ω and polarization ε couples to the electron with squared matrix element (2π/ω𝒱)|ε·p|². The mode density is 𝒱ω² dω dΩ/(2πc)³, and the sum over polarizations and directions replaces |ε·p|² by (8π/3)|p|². The total coupling strength per unit frequency is

(2π/ω) × ω²/(8π³c³) × (8π/3)|p|² = (2α³/3π) ω|p|².

Let Δ = E_k − E_n. Second-order perturbation theory, after subtraction of the free-electron part, contains

−[ω/(Δ+ω) − 1] = Δ/(Δ+ω).

Integrating up to a cutoff Λ ≫ |Δ|, with the principal value for Δ < 0, gives

δE_low = (2α³/3π) Σ_k |p_kn|² Δ ln(Λ/|Δ|).

The cutoff multiplies the sum

Σ_k |p_kn|² Δ = ½⟨[p,·[H,p]]⟩ = ½⟨∇²V⟩ = 2πZ|ψ(0)|²,

because [H,p] = i∇V and ∇²(−Z/r) = 4πZδ(r). It vanishes for l > 0, so Λ drops out. With

ln k₀ = (n³/2Z⁴) Σ_k |p_kn|² Δ ln(2|Δ|/Z²),

the low-energy shift is −(4/3) ln k₀ in units of α³Z⁴/(πn³).

At this order, the high-energy corrections to the electron's charge distribution and vacuum polarization are contact terms, which vanish for l > 0. The anomalous moment a = α/(2π) survives through spin-orbit coupling. That coupling is proportional to g−1 = 1+2a, so its extra part is aα²Z L·S/r³. For j = l+1/2, L·S = l/2.

The required average follows in two steps. Differentiating E = −Z²/[2(n_r+l+1)²] with respect to l at fixed radial quantum number n_r gives (l+1/2)⟨r⁻²⟩ = Z²/n³. For l > 0, balance of the mean radial force gives l(l+1)⟨r⁻³⟩ = Z⟨r⁻²⟩. Thus

δE_moment = (α³Z/2π)(l/2) Z³/[n³ l(l+1/2)(l+1)]
= (α³Z⁴/πn³) / [2(l+1)(2l+1)].

The leading QED shift for l > 0 is

δE_QED = (α³Z⁴/πn³) F,
F = −(4/3) ln k₀ + 1/[2(l+1)(2l+1)].

For the S-state comparison, the standard leading result is quoted: F = (4/3)ln(Zα)⁻² − (4/3)ln k₀ + 10/9 − 4/15.

For the width, the golden rule multiplies the coupling strength by 2π. Since |p| = ω|r| between energy eigenstates, the E1 rate is (4/3)α³ω³|r|². A circular state must go to l' = n−2, because l' = n would need n' > n. Without fine structure, a lower level containing l' = n−2 must have n' = n−1. Fine structure also opens the decay to l' = n−2 within the same n, as in 2P3/2 → 2S1/2, but its partial width is negligible: about 2×10⁻⁶ Hz at n = 10, Z = 10. With radial integral R_d and angular factor (n−1)/(2n−1),

Γ = (4/3)α³ω³ R_d² (n−1)/(2n−1).

At large n, ω → Z²/n³. Neighbouring circular functions overlap almost fully near r = n²/Z, so R_d → n²/Z, and the angular factor tends to 1/2:

Γ → (2/3)α³Z⁴/n⁵.

The quoted full width at half maximum is Γ/h, which is the decay rate divided by 2π.

If the Bethe-logarithm term falls faster than n⁻², as the computed cases indicate, then F → 1/(4n²) and

δE_QED/Γ → [1/(4π)]/(2/3) = 3/(8π) = 0.1194.

The computed ratio is 0.1175 at n = 10 and 0.1186 at n = 30. To this order, the QED shift of high circular states stays near 0.12 of the width; the ratio does not tend to zero as n grows.

**5. Weighing the contributions**

The model nucleus is a uniform sphere of rms radius 3.0 fm for every Z. All entries have j = l+1/2 and are in Hz.

n, l, Z: size; QED; width
2, 1, 10: 1.7×10²; 1.3×10¹¹; 9.98×10¹¹
3, 2, 10: 6.5×10⁻⁸; 1.22×10¹⁰; 1.03×10¹¹
10, 0, 10: 1.4×10⁸; 3.4×10¹⁰; 7.9×10⁸
10, 1, 10: 1.8; 1.20×10⁹; 8.54×10⁹
10, 2, 10: 3.4×10⁻⁹; 3.70×10⁸; 2.96×10⁹
10, 9, 10: 3.4×10⁻⁸²; 2.22×10⁷; 1.89×10⁸
10, 9, 1: 3.4×10⁻¹⁰⁴; 2.22×10³; 1.89×10⁴
15, 14, 10: 1.6×10⁻¹⁴⁰; 2.84×10⁶; 2.40×10⁷

The 10S size entry follows from 3 fm = 5.669×10⁻⁵ bohr:

(2/3)(10⁴)(5.669×10⁻⁵)²/10³ = 2.14×10⁻⁸ hartree,

which is 1.41×10⁸ Hz. The size entries are nonrelativistic. At Z = 10, Dirac densities raise the 10S value by about 5%, to 1.48×10⁸ Hz; the 2P, 10P and 10D values rise by 2–3%, and the n = 10, l = 9 value by under 1%. For QED at n = 10, l = 9,

F = 9.83×10⁻⁵ + 2.632×10⁻³ = 2.730×10⁻³,
α³Z⁴/(πn³) = 1.237×10⁻⁶ hartree,

and the product is 3.38×10⁻⁹ hartree, or 2.22×10⁷ Hz.

For the direct size shift alone, l = 2 already suffices at Z = 10. The circular choice adds the smallest width and QED shift among the tabulated l at n = 10, and, fine structure aside, a single E1 decay channel. For a circular state with n ≥ 2 the QED shift and width grow as Z⁴, but the size shift at fixed radius grows as Z^(2n+2). At n = 10 that is Z²², and the shift is still negligible at Z = 20.

The tiny size entries show suppression; they are not precise nuclear predictions. An exponential charge profile with the same rms radius gives 1.4×10⁻⁷³ Hz instead of 3.4×10⁻⁸² Hz. The j = l−1/2 partner gives 4.1×10⁻⁷⁶ Hz. Mixed radiative and size corrections are not included. Already from l = 1 they are not small beside the direct size shift: vacuum polarization carries a dependence on the nuclear radius out to distances of order the electron Compton wavelength. For the circular n = 10 state at Z = 10, this part of the Uehling shift is about −1.5×10⁻³⁶ Hz, far above the direct size shift but still negligible. At n = 10 and Z = 10 the same part is about −70 Hz for l = 1 and −8×10⁻³ Hz for l = 2, also above the direct entries. The QED entries are values of the leading-order formulas; terms of higher order in Zα are omitted, and they matter most for the S state.

**6. What the nucleus still contributes**

A polarizable nucleus responds to the electron's field 1/r². If its excitation energies are far above the electronic frequencies, the static energy is −α_N/(2r⁴), where α_N is the nuclear polarizability. For a circular state with n ≥ 2,

⟨r⁻⁴⟩ = [(2Z/n)^(2n+1)/(2n)!] ∫₀^∞ r^(2n−4) e^(−2Zr/n) dr
= (2Z/n)⁴ (2n−4)!/(2n)!.

This is a power law in distance, without the contact suppression of the size shift. For a model value α_N = 1 fm³, Z = 10 and n = 10, the shift is −3.1×10⁻³ Hz. It changes the 10–9 frequency by 5.6×10⁻¹⁸ in relative terms: negligible for this model, yet far above the size effect.

To lowest order in Zα, vacuum polarization is described by the Uehling potential. Its range is of order the electron Compton wavelength, so the centrifugal suppression acts on it too. The Uehling shift of the same state is −3.2×10⁻³² Hz. This is not the whole of vacuum polarization: the next order in the nuclear field changes the potential energy by a tail proportional to r⁻⁵, which escapes this suppression and shifts the state by a few times 10⁻⁴ Hz. That is still negligible beside the width, and the tail does not depend on the nuclear radius.

**7. From a frequency to R∞**

Before corrections, the frequency between n−1 and n is

ν₀ = cR∞Z² [1/(n−1)² − 1/n²],

with c here the speed of light in ordinary units. A real ion also needs the factor μ/m, where μ is the reduced mass and m the electron mass, together with Dirac, recoil and QED corrections. The nuclear mass and α therefore remain inputs.

A larger radius raises both levels, the lower one more, and so reduces the predicted frequency. At fixed measured ν the inferred R∞ must rise by

δR∞/R∞ = δ(S_lower − S_upper)/(hν),

where S is the size shift. For 1S–2S at Z = 10, the nonrelativistic formula gives S₁ = 2.143×10⁻⁵ hartree and S₂ = S₁/8; Dirac densities raise S₁, and the result below, by about 5%. A 1% larger radius raises the shifts by 2.01%, while hν = (3/8)Z² = 37.5 hartree:

δR∞/R∞ = 0.0201 × (7/8) × 2.143×10⁻⁵/37.5 = 1.0×10⁻⁸.

For the circular 10–9 transition the same radius change gives 1.5×10⁻⁸⁶ through the direct size shift. The radius dependence of the Uehling shift gives more, about 7×10⁻⁴⁸ in magnitude, which is still negligible. In this sense, and for the effects evaluated here, the constant is free of the nuclear radius.

The limitation is the line itself. At Z = 10 the two level widths add to 5.13×10⁸ Hz, or 6.7×10⁻⁷ of the transition frequency. A relative accuracy of 10⁻¹² would require locating the line centre to about 1.5×10⁻⁶ of its width. At large n the relative width is

2Γ/(hν) → (4/3)α³Z²/n²,

so lower Z and higher n help as long as spontaneous decay sets the width. Thermal radiation also drives transitions between neighbouring levels. At 300 K and Z = 1 it reverses the trend: the relative width grows with n between n = 10 and n = 40. High n then requires cold surroundings. Other external fields, which perturb large orbits, are outside this estimate.

**8. Numerical support**

The size formula was tested by direct integration for uniform and exponential charges. The use of first-order perturbation theory was tested against a nonperturbative eigenvalue shift for an enlarged sphere. Dirac functions tested both fine-structure partners. Bethe logarithms were compared between two numerical representations for selected states, and for 1S with closed oscillator strengths. The numerical output lists the remaining values of n, l and Z.

Numbers as computed

```
model rms radius = 3.0 fm; 1/alpha = 137.035999
hartree/h = 6.579684e+15 Hz; 1 fm = 1.88973e-05 bohr
Circular, Z=10, j=l+1/2: n, size, QED, width (Hz)
  2   1.69e+02  1.255e+11  9.976e+11
  3   6.52e-08  1.215e+10  1.030e+11
  4   9.94e-18  2.565e+09  2.196e+10
  6   2.61e-38  3.059e+08  2.619e+09
  8   7.20e-60  6.949e+07  5.931e+08
 10   3.43e-82  2.222e+07  1.891e+08
 12  3.85e-105  8.789e+06  7.466e+07
 15  1.55e-140  2.836e+06  2.404e+07
n=10, Z=10, j=l+1/2: l, size, QED, width (Hz)
  0   1.41e+08  3.399e+10  7.915e+08
  1   1.78e+00  1.201e+09  8.544e+09
  2   3.39e-09  3.704e+08  2.958e+09
  3   1.79e-18  1.785e+08  1.477e+09
  5   2.79e-38  6.878e+07  5.800e+08
  7   1.76e-59  3.614e+07  3.060e+08
  9   3.43e-82  2.222e+07  1.891e+08
n=10, l=9: Z, size, QED, width, nu(10-9) (Hz)
  1  3.43e-104  2.222e+03  1.891e+04 7.7169e+12
  2   1.44e-97  3.555e+04  3.026e+05 3.0868e+13
  5   8.17e-89  1.389e+06  1.182e+07 1.9292e+14
 10   3.43e-82  2.222e+07  1.891e+08 7.7169e+14
 20   1.44e-75  3.555e+08  3.026e+09 3.0868e+15
Z=10: relative change of R_inf for +1% radius
  from 1S-2S: 1.00e-08
  from circular 9-10: 1.54e-86
Z=10, n=10, l=9:
  size, exponential profile = 1.44e-73 Hz
  size, j=l-1/2 partner = 4.13e-76 Hz
  Uehling shift = -3.16e-32 Hz
  model polarizability = 1.0 fm^3
  polarizability shift = -3.05e-03 Hz
  its effect on nu(10-9), relative = 5.59e-18
  Bethe logarithm = -7.3725e-05
  -(4/3) Bethe logarithm = 9.8300e-05
  anomalous-moment term in F = 2.6316e-03
  line width 10-9 (both levels) = 5.133e+08 Hz
  line width / nu(10-9) = 6.65e-07
QED/width: n=10 0.1175, n=30 0.1186, limit 0.1194
Bethe logarithm 1S: grid 2.9843, closed strengths 2.9841
Bethe logarithm 10S: 2.737
```
